# Spill-out redshift of the rigid dipole mode in jellium clusters

## Definitions and conventions

A jellium cluster consists of $N$ electrons of mass $m$ and charge $-e$ in the field of a fixed, uniform positive sphere of radius $R$. The sphere has number density $n_+$ of elementary charges. Its centre is the origin, and $r=|\mathbf r|$. The cluster is neutral if $N=4\pi R^3n_+/3$, but neutrality is not needed below.

The ground-state electron density $n(r)$ is assumed spherical, as in a closed-shell cluster. It does not stop at the edge of the positive sphere. The numbers of electrons outside and inside are

$$\delta N=\int_{r>R}n\,d^3r,\qquad N_{\rm in}=N-\delta N .$$

The number $\delta N$ is called the spill-out. The Mie frequency is defined by the background density,

$$\omega_{\rm Mie}^2=\frac{e^2n_+}{3\varepsilon_0m}.$$

The result to be derived is

$$\boxed{\;\omega^2=\omega_{\rm Mie}^2\left(1-\frac{\delta N}{N}\right)\;}\tag{1}$$

Here $\omega$ is the frequency of a small oscillation in which the electron density moves as a rigid body. Real electrons need not move like that. The second derivation shows what (1) means for them: $(\hbar\omega)^2$ is an average of squared excitation energies. It is the square of the resonance energy itself if a single excitation carries all the dipole strength.

Both derivations need the potential energy $V(r)$ of one electron in the background. By Gauss's law the field at $r<R$ comes from the charge $4\pi r^3en_+/3$ within $r$, so the radial force on an electron is

$$-\frac{e}{4\pi\varepsilon_0r^2}\,\frac{4\pi r^3en_+}{3}=-\frac{e^2n_+}{3\varepsilon_0}\,r=-m\omega_{\rm Mie}^2\,r .$$

For $r>R$ the enclosed charge is fixed, $r^3$ is replaced by $R^3$, and the force is $-m\omega_{\rm Mie}^2R^3/r^2$. Integrating, with $V\to0$ at infinity and $V$ continuous at $R$, gives

$$V=\begin{cases}\tfrac12m\omega_{\rm Mie}^2\,(r^2-3R^2), & r<R,\\[2pt] -m\omega_{\rm Mie}^2R^3/r, & r>R.\end{cases}\tag{2}$$

At $r=R$ both lines equal $-m\omega_{\rm Mie}^2R^2$ and both slopes equal $m\omega_{\rm Mie}^2R$. The second derivative therefore jumps at the edge, but it contains no delta function, and no separate surface term will appear.

The Hamiltonian is

$$H=\sum_i\left[\frac{\mathbf p_i^2}{2m}+V(r_i)\right]+\sum_{i<j}\frac{e^2}{4\pi\varepsilon_0|\mathbf r_i-\mathbf r_j|}.\tag{3}$$

It is nonrelativistic, and the interactions are instantaneous.

## First derivation: the force on a displaced density

Let the density be displaced by $Z(t)$ along $z$ without change of shape, so that it becomes $n(\mathbf r-Z\hat{\mathbf z})$. The mean position of the electrons is then $Z$, and their total mass is $Nm$. The rate of change of their total momentum is the total force. Electron-electron forces cancel in pairs, which leaves the force of the background:

$$Nm\ddot Z=-\int n(\mathbf r-Z\hat{\mathbf z})\,\partial_zV(\mathbf r)\,d^3r=-\int n(\mathbf s)\,\partial_zV(\mathbf s+Z\hat{\mathbf z})\,d^3s .$$

The second form uses $\mathbf s=\mathbf r-Z\hat{\mathbf z}$. Now expand to first order in $Z$:

$$\partial_zV(\mathbf s+Z\hat{\mathbf z})\approx\partial_zV(\mathbf s)+Z\,\partial_z^2V(\mathbf s).$$

The first term integrates to zero, because $n$ is even and $\partial_zV$ is odd under $\mathbf s\to-\mathbf s$. The expansion is not valid for points that cross the edge during the displacement. They fill a layer of thickness of order $|Z|$, and the error of the force there is also of order $|Z|$, so the contribution is of second order and may be dropped. Hence

$$Nm\ddot Z=-KZ,\qquad K=\int n\,\partial_z^2V\,d^3r.\tag{4}$$

**Inside the sphere**, (2) gives $\partial_z^2V=m\omega_{\rm Mie}^2$, the same for every electron. The contribution to $K$ is $m\omega_{\rm Mie}^2N_{\rm in}$.

**Outside the sphere**, write $V=-A/r$ with $A=m\omega_{\rm Mie}^2R^3$. Since $\partial_zr=z/r$,

$$\partial_zV=\frac{Az}{r^3},\qquad \partial_z^2V=A\left(\frac1{r^3}-\frac{3z^2}{r^5}\right)=\frac{A}{r^3}(1-3\cos^2\theta)=-\frac{2A}{r^3}P_2(\cos\theta),\tag{5}$$

where $P_2(x)=(3x^2-1)/2$. The average of $\cos^2\theta$ over a sphere is $1/3$, so (5) averages to zero on every spherical shell. The contribution of the outside electrons to $K$ vanishes.

The sum is $K=m\omega_{\rm Mie}^2(N-\delta N)$. Equation (4) describes an oscillator with $\omega^2=K/(Nm)$, which is (1).

The mechanism can be read from the two parts. An outside electron does feel a changed force when it is displaced. Near the equator, $\theta=90^\circ$, the change is restoring. Near the poles it points away from equilibrium and is twice as large. Over a full shell the two effects cancel. The outside electrons therefore add inertia without adding stiffness, and the frequency falls.

### When the density is not spherical

The cancellation fails in general if the outer density has a quadrupole part. If the density is even under inversion and symmetric about the $z$ axis, the force on the displaced density has no transverse part. Then (4) still holds, and (5) gives

$$\frac{K}{m\omega_{\rm Mie}^2}=N_{\rm in}-2\int_{r>R}n\,P_2\left(\frac Rr\right)^3d^3r.\tag{6}$$

Take $n(r)[1+\beta P_2(\cos\theta)]$ as an example. The number inside is unchanged, because $P_2$ averages to zero. The average of $P_2^2$ over angles is $1/5$, so the last term becomes $-(2\beta/5)\int_{r>R}n(r)(R/r)^3d^3r$. For $\beta>0$ there is more charge near the poles, where $\partial_z^2V$ is negative, and motion along the axis is softened.

## Second derivation: sum rules for the excitation spectrum

This derivation does not prescribe any motion. Define

$$D=\sum_iz_i,\qquad P=\sum_ip_{iz},\qquad m_k=\sum_n\epsilon_n^k\,|\langle n|D|0\rangle|^2,\qquad \epsilon_n=E_n-E_0,$$

where $|n\rangle$ are the eigenstates of $H$ and $|0\rangle$ is the ground state. The ratio $m_3/m_1$ follows from commutators.

**A general identity.** For a Hermitian operator $F$,

$$[F,[H,F]]=2FHF-F^2H-HF^2 .$$

In the ground state the last two terms give $-2E_0\langle F^2\rangle$. Inserting a complete set of states in the rest gives

$$\tfrac12\langle0|[F,[H,F]]|0\rangle=\sum_n\epsilon_n|\langle n|F|0\rangle|^2.\tag{7}$$

**The moment $m_1$.** Only the kinetic energy fails to commute with $D$. From $[p_z^2,z]=-2i\hbar p_z$,

$$[H,D]=-\frac{i\hbar}{m}P.\tag{8}$$

Since $[D,P]=i\hbar N$, it follows that $[D,[H,D]]=-(i\hbar/m)(i\hbar N)=\hbar^2N/m$. With $F=D$, (7) gives

$$m_1=\frac{\hbar^2N}{2m}.\tag{9}$$

**The moment $m_3$.** The matrix element of (8) between $\langle n|$ and $|0\rangle$ is

$$\epsilon_n\langle n|D|0\rangle=-\frac{i\hbar}{m}\langle n|P|0\rangle .$$

Taking the squared modulus, multiplying by $\epsilon_n$ and summing,

$$m_3=\frac{\hbar^2}{m^2}\sum_n\epsilon_n|\langle n|P|0\rangle|^2=\frac{\hbar^2}{2m^2}\langle0|[P,[H,P]]|0\rangle,$$

where the last step is (7) with $F=P$. The operator $P$ generates a common translation of all electrons. It commutes with the kinetic energy and with the repulsion, which depends on relative positions. What remains is

$$[H,P]=i\hbar\sum_i\partial_zV(\mathbf r_i),\qquad [P,[H,P]]=(i\hbar)(-i\hbar)\sum_i\partial_z^2V(\mathbf r_i)=\hbar^2\sum_i\partial_z^2V(\mathbf r_i).\tag{10}$$

The expectation value of the last sum is the constant $K$ of (4). Therefore

$$m_3=\frac{\hbar^4K}{2m^2},\qquad \frac{m_3}{m_1}=\frac{\hbar^2K}{Nm}.\tag{11}$$

**The constant $K$ from Poisson's equation.** Both $n$ and $V$ are spherical, so $\int n\,\partial_x^2V\,d^3r$, $\int n\,\partial_y^2V\,d^3r$ and $\int n\,\partial_z^2V\,d^3r$ are equal, and each is one third of their sum. The background potential $\phi$ obeys $\nabla^2\phi=-en_+(r)/\varepsilon_0$, and $V=-e\phi$. Hence

$$K=\frac13\int n\,\nabla^2V\,d^3r=\frac{e^2}{3\varepsilon_0}\int n(r)\,n_+(r)\,d^3r.\tag{12}$$

This holds for any spherical background profile $n_+(r)$. The stiffness measures the overlap of the electrons with the positive charge. For the sharp sphere the overlap integral is $n_+N_{\rm in}$, so $K=m\omega_{\rm Mie}^2(N-\delta N)$ and

$$\frac{m_3}{m_1}=(\hbar\omega_{\rm Mie})^2\left(1-\frac{\delta N}{N}\right),$$

which is (1) again, with $\hbar\omega=(m_3/m_1)^{1/2}$.

### What the average says about the resonance

The weights $f_n=\epsilon_n|\langle n|D|0\rangle|^2/m_1$ are non-negative and add up to one. In terms of them

$$\frac{m_3}{m_1}=\sum_nf_n\epsilon_n^2 .$$

An average cannot lie below its smallest member, so the lowest dipole excitation lies at or below $\hbar\omega$. A second mean energy follows from $m_{-1}/m_1=\sum_nf_n\epsilon_n^{-2}$. The Cauchy-Schwarz inequality gives

$$1=\Big(\sum_nf_n\,\epsilon_n\,\epsilon_n^{-1}\Big)^2\le\frac{m_3}{m_1}\,\frac{m_{-1}}{m_1},\qquad\text{so}\qquad \left(\frac{m_1}{m_{-1}}\right)^{1/2}\le\left(\frac{m_3}{m_1}\right)^{1/2}.\tag{13}$$

Equality holds if all the strength sits at one energy. A gap between the two means shows that the strength is spread.

The cause of the spreading is visible in (10). Inside the sphere $\partial_zV=m\omega_{\rm Mie}^2z$. Outside it is $m\omega_{\rm Mie}^2zR^3/r^3$. Adding and subtracting the harmonic force for the outside electrons,

$$[H,P]=i\hbar m\omega_{\rm Mie}^2\left[D+\sum_{r_i>R}z_i\left(\frac{R^3}{r_i^3}-1\right)\right].\tag{14}$$

Without the last sum, (8) and (14) would be the closed equations of a harmonic oscillator for $D$ and $P$, and one line at $\omega_{\rm Mie}$ would carry all the strength. The last sum depends on where individual electrons are and couples the centre of mass to internal motion. Spill-out thus has two effects: it lowers the mean frequency, as (1) states, and it allows the strength to spread.

## What each derivation assumes

Both use the Hamiltonian (3), a fixed background and a spherical ground state. Both rely on the same cancellation: the mutual repulsion exerts no total force, or equivalently it commutes with $P$.

The first derivation adds two assumptions, that the density keeps its shape and that the amplitude is small. In return it shows where the stiffness comes from and extends directly to finite amplitude. It cannot tell whether the electrons will move in the assumed way.

The second assumes neither. It is an identity for the spectrum of $H$, and its price is that it gives an average instead of a line. The two meet in the displaced state $e^{-iZP/\hbar}|0\rangle$. Its kinetic and repulsion energies equal those of the ground state, and its energy in the background rises by $\frac12KZ^2$ to second order. The sum rule therefore measures the stiffness against rigid displacement, whatever the later motion.

The argument carries over to time-dependent density-functional theory in the local-density approximation (TDLDA). The exchange-correlation energy there depends on the density alone and is unchanged when the whole density is translated, so it exerts no total force.

## Large clusters

Define a spill depth $d$ by $\delta N=4\pi R^2n_+d$: a layer of thickness $d$ and density $n_+$ on the surface would hold the spilled electrons. For a neutral cluster

$$\frac{\delta N}{N}=\frac{4\pi R^2n_+d}{4\pi R^3n_+/3}=\frac{3d}{R},\qquad \omega\approx\omega_{\rm Mie}\left(1-\frac{\delta N}{2N}\right)=\omega_{\rm Mie}\left(1-\frac{3d}{2R}\right),\tag{15}$$

where $\sqrt{1-x}\approx1-x/2$ was used. If $d$ tends to a constant set by the surface, the redshift falls as $1/R$ and $\omega$ tends to $\omega_{\rm Mie}$.

## A cluster of 20 electrons

Take a neutral sphere with $N=20$ and density parameter $r_s=4$ bohr $=0.2117$ nm, where $4\pi r_s^3n_+/3=1$. Then $R=r_sN^{1/3}=0.5746$ nm. In atomic units $\omega_{\rm Mie}^2=4\pi n_+/3=r_s^{-3}=1/64$, so $\hbar\omega_{\rm Mie}=0.125$ hartree $=3.401$ eV.

A self-consistent Kohn-Sham calculation in the local-density approximation (LDA) gives $\delta N=2.939$. Equation (1) then yields

$$\hbar\omega=3.401\ {\rm eV}\times\sqrt{1-\frac{2.939}{20}}=3.401\ {\rm eV}\times0.9236=3.142\ {\rm eV}.$$

The redshift is 0.260 eV. The first-order form (15) gives 3.152 eV, which is 0.010 eV higher.

At the same $r_s$, four closed-shell clusters give:

| $N$ | $\delta N/N$ | $d$ (nm) | $\hbar\omega$ (eV) |
|---|---|---|---|
| 8 | 0.187 | 0.0264 | 3.067 |
| 20 | 0.147 | 0.0281 | 3.142 |
| 58 | 0.097 | 0.0266 | 3.232 |
| 92 | 0.085 | 0.0272 | 3.253 |

The depth varies by about 6% while the radius more than doubles, so the redshift follows $1/R$ closely in this range.

A cation with 20 electrons on 21 positive charges, at the same $n_+$, has $\delta N=2.417$ and $\hbar\omega=3.189$ eV. Fewer electrons lie outside the sphere, so the redshift is smaller. At fixed $n_+$ the extra charge is a thin shell added at the surface, which moves the edge from 0.5746 to 0.5840 nm. Of the drop of 0.52 in $\delta N$, about 0.33 arises because the larger sphere covers electrons that were outside before: the unchanged neutral density has 2.61 electrons beyond the new edge. The remaining 0.19 comes from the stronger attraction, which pulls the density inward.

**The sum rule.** The complete TDLDA dipole spectrum was computed separately, and $m_1$ and $m_3$ were summed over its lines. In eight calculations, including the cation and a background with a soft edge, $m_3/m_1$ agreed with the density formula to a relative difference of at most $4.4\times10^{-6}$.

**The force.** The force on the displaced 20-electron density was also integrated directly. Divided by $Nm\omega_{\rm Mie}^2Z$, its magnitude should tend to $1-\delta N/N=0.8531$. It is 0.8528 at $Z=0.011$ nm, 0.8465 at 0.053 nm and 0.8276 at 0.106 nm. The deficit grows nearly as $Z^2$, so the mode softens at larger amplitude. With the quadrupole factor $\beta=0.3$ and the smallest displacement, the integration gives 0.8397 and (6) gives 0.8400. This deformation lowers the frequency by about 0.8%.

**The spectrum.** For $N=20$ the second mean energy $(m_1/m_{-1})^{1/2}$ is 2.91 eV, well below 3.14 eV. By (13) the strength is not concentrated in one line. The lowest dipole excitation lies at 1.23 eV, so the upper bound is far from tight as an estimate of that level.

The main resonance is split. With lines broadened by a half-width of 0.10 eV, the spectrum has two main maxima of nearly equal height, at 2.62 eV and near 2.9 eV. Which of them is higher depends on the box. The highest point therefore jumps by 0.29 eV, from 2.62 to 2.91 eV, when the mesh is refined and the box enlarged together, although the two strong lines beneath these maxima move by only about 0.01 and 0.05 eV. The same change moves $\hbar\omega$ by less than $10^{-7}$ eV.

The TDLDA continuum begins at 2.71 eV, minus the Kohn-Sham eigenvalue of the highest filled level, and this onset lies between the two maxima. The lower one moves from 2.62 to 2.60 eV when the wall is moved from 20 to 100 bohr beyond the edge of the positive sphere; 2.60 eV is the converged value. The upper one lies where the box replaces a continuum by discrete levels, and its position and shape change with the box while the wall is near. With the wall at 100 bohr it lies at about 2.9 eV, and two much weaker maxima are seen near 3.3 and 3.55 eV. An open boundary in place of the wall gives the same four maxima. The onset at 2.71 eV is not the ionization energy. Integrating the eigenvalue over its occupation gives a removal energy of about 3.9 eV in the same model, above all four maxima, so the continuum under the upper main maximum is a feature of the LDA. Spill-out in the sense of (1) accounts for 0.33 of the redshift of the lower maximum and for roughly half of that of the upper one. Both lie below the rigid-mode energy. The peaks of the other clusters were not tested for convergence, and no size trend should be read from them.

## Comparison with sodium clusters

The value $r_s=4$ bohr is roughly that of sodium. Free sodium clusters of about 20 atoms absorb strongly near 2.5 eV, a rough figure, so the rigid-mode energy of 3.14 eV is too high by about 0.6 eV. The assumption that fails most clearly is that one mode carries all the strength: internal motion splits the computed resonance into two main maxima, about 0.5 and 0.2 eV below the rigid-mode energy. Real ions also do not form a sharp-edged sphere. Giving the background a Fermi-function edge of width parameter 0.026 nm centred at $R$, at fixed total charge and with the electron density recomputed, lowers $\hbar\omega$ by 0.10 eV. Part of this shift comes from the interior background density, which must be slightly lower than $n_+$ to keep the total charge fixed.

Two further shifts can be estimated from rough sodium-like inputs. Thermal expansion with a linear coefficient of $7\times10^{-5}$ per kelvin over 300 K dilutes the background. Since $\omega_{\rm Mie}\propto n_+^{1/2}$, the length factor 1.021 enters to the power $-3/2$, and the Mie energy falls by 0.10 eV. The value $r_s=4$ bohr already corresponds to sodium near room temperature, so this shift should not be added in a comparison at room temperature. Nor does it describe heating by a further 300 K: bulk sodium melts at 371 K, and the coefficient of the solid covers neither melting nor the liquid. The figure only shows the size of the effect. Polarizable ion cores, with polarizability $\alpha=1$ bohr³, give a core permittivity $\varepsilon_c$ through $(\varepsilon_c-1)/(\varepsilon_c+2)=\alpha/r_s^3$, so $\varepsilon_c=1.048$. The dipole resonance condition of a small sphere, $\varepsilon_c-3\omega_{\rm Mie}^2/\omega^2=-2$, then lowers the Mie energy by the factor $\sqrt{3/(2+\varepsilon_c)}$, or 0.03 eV.

Retardation is governed by $(\omega R/c)^2=8\times10^{-5}$ and is negligible at this size. Omitting correlation from the functional raises $\delta N$ to 3.18 and lowers $\hbar\omega$ by 0.02 eV. The discrete ions and the self-interaction error of the LDA, which affects the outer tail of the density and hence $\delta N$, are not included in any of these figures. The numerical output lists most of these values with more digits.

## Computed values

```
rs = 4.0 bohr = 0.2117 nm
Mie energy = 3.4014 eV
Neutral clusters; d = dN/(4 pi R^2 n+); peak: TDLDA, 0.10 eV half-width
  N   R/nm    dN     dN/N    d/nm   rigid/eV (m3/m1)^.5/eV peak/eV
  8  0.4233  1.4972  0.1871  0.0264   3.0667     3.0667       2.690
 20  0.5746  2.9388  0.1469  0.0281   3.1416     3.1416       2.620
 58  0.8194  5.6476  0.0974  0.0266   3.2316     3.2316       2.822
 92  0.9556  7.8461  0.0853  0.0272   3.2531     3.2531       2.996
largest relative gap, m3/m1 against formula = 4.4e-06
largest relative gap, m1 against N/2 = 2.6e-12
Example N = 20
electrons inside = 17.0612
first-order energy = 3.1515 eV
rigid redshift = 0.2598 eV
TDLDA peak redshift = 0.781 eV
share explained by spill-out = 0.33
(m1/m-1)^.5 = 2.9129 eV
lowest dipole excitation = 1.2252 eV
highest filled level = -2.710 eV
Force constant / (N m omega_Mie^2), N = 20
formula 1-dN/N = 0.85306
direct, shift 0.0106 nm = 0.85280
direct, shift 0.0529 nm = 0.84651
direct, shift 0.1058 nm = 0.82757
quadrupole beta = 0.3: direct 0.83967, formula 0.83996
Cation, 20 electrons on 21 charges: dN = 2.4166
  rigid 3.1893 eV, (m3/m1)^.5 3.1893 eV
Convergence, N = 20: order 32 to 40, outer box 20 to 26 bohr
  shift of dN = 5.9e-07
  shift of rigid energy = -5.4e-08 eV
  shift of TDLDA peak = 0.290 eV
Neglected effects, N = 20
internal motion (peak - rigid) = -0.522 eV
soft edge, Fermi width 0.0265 nm: rigid energy shift = -0.1019 eV
  soft edge: rigid 3.0397 eV, (m3/m1)^.5 3.0397 eV
no correlation: dN = 3.1764, rigid energy shift = -0.0220 eV
core polarizability (rough) = 1.0 bohr^3, core eps = 1.0476
  core polarization shift = -0.0267 eV
expansion (rough) 7e-05 /K over 300 K: shift = -0.1044 eV
retardation parameter (omega R/c)^2 = 8.4e-05
```
